# Photon propagator near a conducting plane and the image energy: test program

```python
# Result under test: a static charge e at height z above a perfectly
# conducting plane has energy E = -alpha/(4 z) (hbar = c = 1), relative to
# infinite distance. It follows from the image form of the photon propagator
#   D_mn(x,x') = g_mn Delta(x-x') - (g R)_mn Delta(x-R x'),
# Delta(x) = 1/(4 pi^2 (x^2 - i eps)), R = reflection of the third coordinate,
# metric g = diag(1,-1,-1,-1), alpha = e^2/(4 pi).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

alpha = const.fine_structure
hbar_c = const.hbar * const.c / const.e * 1e9      # eV nm
to_meV = 1000 * hbar_c                             # (1/nm) -> meV


def gauss(a, b, n):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * nodes + 0.5 * (b + a), 0.5 * (b - a) * weights


# --- Free function: mode integral against closed form, at complex time
time_c, dist = 0.8 - 0.5j, 1.3
k, wk = gauss(0, 80, 400)
free_modes = -np.sum(wk * np.sin(k * dist) * np.exp(-1j * k * time_c)) \
    / (4 * np.pi**2 * dist)
free_closed = 1 / (4 * np.pi**2 * (time_c**2 - dist**2))
assert abs(free_modes / free_closed - 1) < 1e-9

# --- Image propagator, symbolic
X = sp.symbols('t x y z', real=True)
Y = sp.symbols('t1 x1 y1 z1', real=True)
g = sp.diag(1, -1, -1, -1)
R = sp.diag(1, 1, 1, -1)


def delta(source):
    interval = sum(g[m, m] * (X[m] - source[m])**2 for m in range(4))
    return 1 / (4 * sp.pi**2 * interval)


direct = delta(Y)
reflected = delta([R[m, m] * Y[m] for m in range(4)])
D = g * direct - g * R * reflected

# wave equation away from the singularities
for function in (direct, reflected):
    box = sum(g[m, m] * sp.diff(function, X[m], 2) for m in range(4))
    assert sp.simplify(box) == 0
# divergence is a gradient of the scalar function vanishing on the plane
for n in range(4):
    divergence = sum(g[m, m] * sp.diff(D[m, n], X[m]) for m in range(4))
    assert sp.simplify(divergence + sp.diff(direct - reflected, Y[n])) == 0
# tangential electric and normal magnetic field vanish on the plane
for a, b in ((0, 1), (0, 2), (1, 2)):
    for n in range(4):
        field = sp.diff(D[b, n], X[a]) - sp.diff(D[a, n], X[b])
        assert sp.simplify(field.subs(X[3], 0)) == 0

# --- Electric correlators: image tensor against physical TE and TM modes
tau, height1, height2 = 1.5, 0.7, 1.1
point = {X[0]: -sp.I * tau, X[1]: 0, X[2]: 0, X[3]: height1,
         Y[0]: 0, Y[1]: 0, Y[2]: 0, Y[3]: height2}


def correlator_from_images(i):
    expr = (sp.diff(D[i, i], X[0], Y[0]) + sp.diff(D[0, 0], X[i], Y[i])
            - sp.diff(D[i, 0], X[0], Y[i]) - sp.diff(D[0, i], X[i], Y[0]))
    return complex(sp.N(expr.subs(point)))


omega, w_omega = gauss(0, 30, 160)
u, w_u = gauss(-1, 1, 100)                         # u = q/omega
W, U = np.meshgrid(omega, u, indexing='ij')
measure = np.outer(w_omega, w_u) * W**2 / (4 * np.pi**2) \
    * (W / 2) * np.exp(-W * tau)
normal_modes = np.sum(measure * (1 - U**2) * 2
                      * np.cos(W * U * height1) * np.cos(W * U * height2))
tangential_modes = np.sum(measure * 0.5 * (1 + U**2) * 2
                          * np.sin(W * U * height1) * np.sin(W * U * height2))
normal_images = correlator_from_images(3)
tangential_images = correlator_from_images(1)
assert abs(normal_images - normal_modes) < 1e-8 * abs(normal_modes)
assert abs(tangential_images - tangential_modes) < 1e-8 * abs(tangential_modes)

# --- Energy from the real-time integral of the reflected part of D_00
z = 10.0                                           # nm
s = 2 * z


def time_integral(eta):
    # time in units of s, eps = eta s^2; the integrand is even in time
    def f(x):
        return 1 / (x * x - 1 - 1j * eta)
    total = 0
    for part, unit in ((np.real, 1), (np.imag, 1j)):
        near = quad(lambda x: part(f(x)), 0, 2, points=[1], limit=500)[0]
        far = quad(lambda x: part(f(x)), 2, np.inf)[0]
        total += 2 * unit * (near + far)
    return total / (4 * np.pi**2 * s)


eta = 0.002
I_time = 2 * time_integral(eta / 2) - time_integral(eta)   # removes O(eta)
assert abs(I_time * 4 * np.pi * s - 1j) < 1e-5     # remainder is O(eta^2)
e_squared = 4 * np.pi * alpha
E_time = -0.5j * e_squared * (-I_time)
E_formula = -alpha / (4 * z)
assert abs(E_time / E_formula - 1) < 1e-5

# --- Energy from static modes sin(q z), no images; x = 2 k z, y = 2 q z
x_nodes, x_weights = gauss(0, 30, 24)
inner = np.array([quad(lambda y: 1 / (x * x + y * y), 0, np.inf,
                       weight='cos', wvar=1.0, epsabs=1e-10,
                       limlst=200, limit=200)[0] for x in x_nodes])
E_modes = -alpha / (np.pi * 2 * z) * np.sum(x_weights * x_nodes * inner)
assert abs(E_modes / E_formula - 1) < 1e-6


# --- Surface charge, force and work from the static potential
def surface_charge(rho, h):
    """Induced charge density per unit e, from the normal derivative."""
    def phi(Z):
        return (1 / np.hypot(rho, Z - h) - 1 / np.hypot(rho, Z + h)) \
            / (4 * np.pi)
    step = 1e-4 * h
    return -(phi(step) - phi(-step)) / (2 * step)


def attraction(h):
    def ring(v):
        return 0.5 * surface_charge(h * v, h)**2 * 2 * np.pi * v * h * h
    return e_squared * quad(ring, 0, np.inf)[0]


for v in (0.0, 0.6, 2.5):
    closed = -z / (2 * np.pi * ((v * z)**2 + z * z)**1.5)
    assert abs(surface_charge(v * z, z) / closed - 1) < 1e-6
total_charge = quad(lambda v: surface_charge(z * v, z) * 2 * np.pi * v * z * z,
                    0, np.inf)[0]
assert abs(total_charge + 1) < 1e-5
force = attraction(z)
assert abs(force / (alpha / (4 * z * z)) - 1) < 1e-6
work = quad(lambda v: attraction(z / v) * z / v**2, 0, 1)[0]
assert abs(work / (-E_formula) - 1) < 1e-6

# --- Output
print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"hbar c = {hbar_c:.6f} eV nm")
print(f"alpha hbar c = {alpha * hbar_c:.6f} eV nm")
print("Correlator check, arbitrary length unit L:")
print(f"  imaginary time separation = {tau} L")
print(f"  heights = {height1} L and {height2} L")
print(f"  normal E, images = {normal_images.real:.8f} L^-4")
print(f"  normal E, modes  = {normal_modes:.8f} L^-4")
print(f"  tangential E, images = {tangential_images.real:.8f} L^-4")
print(f"  tangential E, modes  = {tangential_modes:.8f} L^-4")
print("Worked example:")
print(f"  distance z = {z:.1f} nm, distance to image = {s:.1f} nm")
print(f"  time integral of Delta, imaginary part = {I_time.imag:.7f} nm^-1")
print(f"  1/(4 pi 2z) = {1 / (4 * np.pi * s):.7f} nm^-1")
print(f"  energy, time integral = {E_time.real * to_meV:.4f} meV")
print(f"  energy, static modes  = {E_modes * to_meV:.4f} meV")
print(f"  minus work to infinity = {-work * to_meV:.4f} meV")
print(f"  energy, -alpha/(4z)   = {E_formula * to_meV:.4f} meV")
print(f"  same energy = {E_formula * hbar_c * const.e:.4e} J")
print(f"  two real charges, -alpha/(2z) = {-alpha / s * to_meV:.4f} meV")
print(f"  induced charge / e = {total_charge:.6f}")
print(f"  attractive force = {force * to_meV:.5f} meV/nm")
print(f"  same force = {force * hbar_c * const.e * 1e9 * 1e12:.4f} pN")
print("Energy -alpha/(4z) at other distances:")
for h in (5.0, 20.0, 50.0, 100.0):
    print(f"  z = {h:.0f} nm: {-alpha / (4 * h) * to_meV:.4f} meV")
print("done: every assertion held")
```

It prints:

```
fine-structure constant alpha = 0.007297353
hbar c = 197.326980 eV nm
alpha hbar c = 1.439965 eV nm
Correlator check, arbitrary length unit L:
  imaginary time separation = 1.5 L
  heights = 0.7 L and 1.1 L
  normal E, images = 0.02080648 L^-4
  normal E, modes  = 0.02080648 L^-4
  tangential E, images = 0.01573469 L^-4
  tangential E, modes  = 0.01573469 L^-4
Worked example:
  distance z = 10.0 nm, distance to image = 20.0 nm
  time integral of Delta, imaginary part = 0.0039789 nm^-1
  1/(4 pi 2z) = 0.0039789 nm^-1
  energy, time integral = -35.9991 meV
  energy, static modes  = -35.9991 meV
  minus work to infinity = -35.9991 meV
  energy, -alpha/(4z)   = -35.9991 meV
  same energy = -5.7677e-21 J
  two real charges, -alpha/(2z) = -71.9982 meV
  induced charge / e = -1.000000
  attractive force = 3.59991 meV/nm
  same force = 0.5768 pN
Energy -alpha/(4z) at other distances:
  z = 5 nm: -71.9982 meV
  z = 20 nm: -17.9996 meV
  z = 50 nm: -7.1998 meV
  z = 100 nm: -3.5999 meV
done: every assertion held
```
